# Local Reaction Order of Oxide Etching in Total Fluoride

**Q:** You say that an oxide etches in hydrofluoric acid at a rate linear in molecular HF and linear in bifluoride. Then the rate is first order in fluoride. What is left to derive?

**A:** The rate is linear in two species, but neither concentration need be proportional to the total fluoride that was weighed in. Write

$$h=[\mathrm{HF}],\quad f=[\mathrm{F^-}],\quad d=[\mathrm{HF_2^-}],\quad x=[\mathrm{H^+}],$$

all in mol/L. The rate law and the total fluoride are

$$R=a\,h+b\,d,\qquad C=h+f+2d .$$

The 2 is there because each bifluoride ion holds two fluorine atoms. The coefficients $a,b\ge 0$ are constants at fixed temperature and are not both zero. The local order is the slope on a log-log plot,

$$n=\frac{d\ln R}{d\ln C}=\frac{C}{R}\frac{dR}{dC}.$$

If the species fractions $h/C$ and $d/C$ change with $C$, then $n$ differs from one in general, even though $R$ is linear in $h$ and $d$.

**Q:** What fixes those fractions?

**A:** Two fast equilibria, dissociation of HF and association of HF with fluoride:

$$K_a=\frac{x f}{h},\qquad K_b=\frac{d}{h f}.$$

$K_a$ is in mol/L and $K_b$ in L/mol. I take the solution as ideal, so that concentrations stand for activities. I also leave out neutral HF dimers and larger clusters, larger polyfluoride ions, fluoride used up by the etching, transport limits and saturation of the surface. With $u=K_b h$, a pure number,

$$f=\frac{K_a h}{x},\qquad d=K_b h f=u f .$$

**Q:** That is two equations for $h$, $f$, $d$ and $x$. Even with $C$ given, one is missing.

**A:** Yes, and so the question has no answer until one says what happens to the acidity as $C$ changes. HF diluted with pure water is one case; a solution held at fixed pH is another. Both can be carried together by leaving the response of the acidity open:

$$g=\frac{d\ln x}{d\ln h}.$$

## The order for any acidity rule

**Q:** Why differentiate with respect to $h$, when the order is defined with respect to $C$?

**A:** Because the other species are simple functions of $h$ and $x$. Along the path of changing concentration,

$$n=\frac{d\ln R/d\ln h}{d\ln C/d\ln h}.$$

From $f=K_ah/x$ and $d=K_bhf$,

$$\frac{d\ln f}{d\ln h}=1-g,\qquad \frac{d\ln d}{d\ln h}=1+(1-g)=2-g .$$

The logarithmic derivative of a sum is the average of those of its terms, weighted by their shares. Let $\varphi=bd/R$ be the bifluoride share of the rate, so that $ah/R=1-\varphi$. Then

$$\frac{d\ln R}{d\ln h}=(1-\varphi)+\varphi(2-g)=1+\varphi(1-g).$$

For the total fluoride,

$$\frac{d\ln C}{d\ln h}=\frac{h+(1-g)f+2(2-g)d}{C}.$$

Subtract $C=h+f+2d$ from the numerator. What remains is $-gf+(4-2g-2)d=-gf+2(1-g)d$. Hence

$$n=\frac{1+\varphi(1-g)}{1+\left[2d(1-g)-gf\right]/C}.$$

The numerator says how fast the rate grows with free HF, the denominator how fast the total grows with it.

## HF in pure water

**Q:** Now commit yourself. What is $g$ if I add nothing but HF to water?

**A:** The solution must be electrically neutral. With $K_w=x[\mathrm{OH^-}]$,

$$x=f+d+\frac{K_w}{x}.$$

Multiply by $x$ and use $xf=K_ah$ and $xd=uK_ah$:

$$x^2=K_a h(1+u)+K_w .$$

Differentiate with respect to $\ln h$. The left side gives $2x^2g$. On the right, $h(1+u)=h+K_bh^2$ has derivative $h+2K_bh^2=h(1+2u)$, so

$$2x^2g=K_ah(1+2u).$$

With $w=K_w/x^2$, the neutrality equation also gives $K_ah=x^2(1-w)/(1+u)$. Therefore

$$g=(1-w)\frac{1+2u}{2(1+u)} .$$

Both factors lie between zero and one, so $0<g<1$ for $h>0$. The logarithmic slopes of $h$, $f$ and $d$ are then all positive, and $C$ rises steadily from zero without bound as $h$ does. Each $C$ belongs to one $h$, and $n$ is well defined.

**Q:** Are water's own ions worth the trouble?

**A:** Not at ordinary concentrations. Set $K_w=0$ for now, so $w=0$ and

$$1-g=\frac{2+2u-1-2u}{2(1+u)}=\frac{1}{2(1+u)} .$$

The bracket in the denominator of $n$ simplifies because $d=uf$:

$$2d(1-g)-gf=\frac{2uf-(1+2u)f}{2(1+u)}=-\frac{f}{2(1+u)} .$$

The result is

$$n=\frac{1+\dfrac{\varphi}{2(1+u)}}{1-\dfrac{f}{2(1+u)C}} .$$

Two separate causes raise the order above one. In the numerator, bifluoride grows faster than HF and carries part of the rate. In the denominator, free fluoride grows more slowly than HF. This outweighs the faster growth of bifluoride, so the share of molecular HF in the total rises with concentration.

**Q:** Can the order fall below one, or grow without limit?

**A:** Neither, in this model with $K_w=0$. Since $0\le\varphi\le1$ and $u>0$, the numerator is at least 1 and less than $3/2$. Since $0<f/C<1$, the denominator is greater than $1/2$ and less than 1. Hence

$$1<n<3 .$$

I do not claim this bound with water's ions included, nor for a buffered solution.

## Low concentration

**Q:** Dilute solutions are simple. Surely the order goes to one there?

**A:** Dilution favours dissociation. I take $K_aK_b$ to be no larger than about one, as in the example below. When $C\ll K_a$, then $u\approx K_aK_b(C/K_a)^2$ is small too, most fluoride is free, and $x\approx f\approx C$. Then

$$h=\frac{xf}{K_a}\approx\frac{C^2}{K_a},\qquad R\approx\frac{aC^2}{K_a}\quad(a>0),$$

and the order is two. The active molecule is rebuilt from two ions, each with concentration near $C$.

The first correction follows from the formula for $n$. Here $u\approx K_bC^2/K_a$ and $d/C$ are of second order in $C$ and drop out. The remaining shares are

$$\frac fC\approx1-\frac hC\approx1-\frac{C}{K_a},\qquad \varphi\approx\frac{bd}{ah}=\frac{bK_bf}{a}\approx\frac{bK_b}{a}C .$$

The numerator is $1+\varphi/2$ and the denominator $1-\tfrac12(1-C/K_a)=\tfrac12(1+C/K_a)$. To first order,

$$n\approx2\left(1+\frac{bK_bC}{2a}\right)\left(1-\frac C{K_a}\right)\approx2+C\left(\frac{bK_b}{a}-\frac{2}{K_a}\right).$$

**Q:** So bifluoride could push the order above two?

**A:** Yes. The initial slope is positive if

$$\frac ba>\frac{2}{K_aK_b}.$$

In the extreme case $a=0$, we have $\varphi=1$; the numerator tends to $3/2$, the denominator to $1/2$, and $n\to3$. This agrees with $d=K_bhf\approx K_bC^3/K_a$. For any $a>0$, however, HF wins at low enough concentration, and the limit with $K_w=0$ is two.

**Q:** "Low enough" worries me. At some point the acid is weaker than water's own ionization.

**A:** Then the limit changes. For $C\ll K_a$ and $\sqrt{K_w}\ll K_a$, with $u$ and $\varphi$ negligible, $f\approx C$ and neutrality reads $x=C+K_w/x$, or $x^2-Cx-K_w=0$. The positive root is

$$x=\frac{C+\sqrt{C^2+4K_w}}{2}.$$

Now $g\approx(1-w)/2$. The general formula has numerator 1 and denominator $1-g=(1+w)/2$, so

$$n\approx\frac{2}{1+w},\qquad w=\frac{K_w}{x^2}.$$

As $C\to0$, $x\to\sqrt{K_w}$, $w\to1$ and $n\to1$. Water now holds the proton concentration fixed, and only one of the two factors in $h=xf/K_a$ still follows $C$. If $a=0$, the numerator is $2-g$ instead, and the limit is two.

For $a>0$, the order is therefore close to two throughout the window

$$\sqrt{K_w}\ll C\ll K_a,\qquad C\ll\frac{a}{bK_b},$$

the last condition keeping the bifluoride share of the rate small.

**Q:** Where in that window is the order closest to two?

**A:** For $C\gg\sqrt{K_w}$, $w\approx K_w/C^2$ and $2/(1+w)\approx2-2K_w/C^2$. To leading order the two small corrections add:

$$n\approx2-DC-\frac{2K_w}{C^2},\qquad D=\frac2{K_a}-\frac{bK_b}{a}.$$

If $D>0$ there is a maximum, where $-D+4K_w/C^3=0$:

$$C_*=\left(\frac{4K_w}{D}\right)^{1/3}.$$

The estimate holds if $C_*$ lies well inside the window and the two terms of $D$ do not nearly cancel. If they do, terms of second order in $C$ also matter.

## High concentration

**Q:** At high concentration I expect bifluoride to take over, since it needs two fluorides to form. Does the order go to two there?

**A:** No. Bifluoride carries a negative charge, and in this solution the balancing positive charge is $\mathrm{H^+}$. The rising acidity holds the ions back. From $x^2=K_ah(1+u)$,

$$f=\frac{K_ah}{x}=\sqrt{\frac{K_ah}{1+u}}=\sqrt{\frac{K_a}{K_b}}\sqrt{\frac{u}{1+u}} .$$

Define $s=\sqrt{K_aK_b}$, so that $\sqrt{K_a/K_b}=s/K_b$. For $u\gg1$, $\sqrt{u/(1+u)}\approx1-1/(2u)$, which gives

$$f=\frac s{K_b}+O(1/h),\qquad d=uf=sh-\frac{s}{2K_b}+O(1/h).$$

Free fluoride levels off, while $d/h$ tends to the constant $s$. In the total, the constant terms cancel:

$$C=h+\frac s{K_b}+2sh-\frac s{K_b}+O(1/h)=(1+2s)h+O(1/h).$$

The rate keeps its constant term,

$$R=(a+bs)h-\frac{bs}{2K_b}+O(1/h).$$

Insert $h\approx C/(1+2s)$ and set

$$\alpha=\frac{a+bs}{1+2s},\qquad \beta=\frac{bs}{2K_b}.$$

Then $R\approx\alpha C-\beta$, and for $b>0$

$$n\approx\frac{\alpha C}{\alpha C-\beta}\approx1+\frac{\beta}{\alpha C}
=1+\frac{bs(1+2s)}{2K_b(a+bs)\,C}.$$

So $n\to1$ from above. The order becomes one because the fractions of HF and bifluoride become constant. For $b=0$ the $1/C$ term vanishes, but the limit is still one.

## Numbers

**Q:** Show me that these regimes really appear.

**A:** I take round model parameters, not measured constants: $K_a=10^{-3}$ mol/L, $K_b=4$ L/mol, $K_w=10^{-14}$ mol²/L², $a=10$ and $b=40$ nm/min per mol/L. The equilibrium equations, solved at given $C$, yield

| $C$ (mol/L) | $R$ (nm/min) | $n$ |
|---|---|---|
| $10^{-9}$ | $1.00\times10^{-12}$ | 1.005 |
| $10^{-7}$ | $1.62\times10^{-10}$ | 1.447 |
| $10^{-5}$ | $9.81\times10^{-7}$ | 1.981 |
| $10^{-3}$ | $3.85\times10^{-3}$ | 1.452 |
| $10^{-1}$ | 0.975 | 1.074 |
| 10 | 110.9 | 1.003 |

The smallest rates have no practical use; they display the limits of the model. The digits belong to the ideal solution. With Davies activity coefficients for the ions, and the rate still written in concentrations, $n$ moves from 1.074 to about 1.081 at 0.1 mol/L and from 1.022 to about 1.032 at 1 mol/L. The general formula was tested against numerical differentiation of $\ln R$ from $10^{-9}$ to $10^2$ mol/L, for four pairs of $a$ and $b$. The largest difference in $n$ was about $5\times10^{-8}$.

**Q:** Work one row by hand.

**A:** Take $C=10^{-3}$ mol/L. The solution has $h=3.812\times10^{-4}$ and $f=6.169\times10^{-4}$ mol/L, and the bifluoride share of the rate is $\varphi=0.00977$. Thus $u=4\times3.812\times10^{-4}=0.00152$ and $2(1+u)=2.003$. Water's ions are negligible here, so

$$n=\frac{1+0.00977/2.003}{1-0.6169/2.003}=\frac{1.0049}{0.6920}=1.452 .$$

Nearly all the excess over one comes from the denominator, that is, from dissociation.

At $C=1$ mol/L the balance is different: $u=3.548$, $\varphi=0.1826$, $f/C=0.01397$ and $2(1+u)=9.096$. Now

$$n=\frac{1+0.0201}{1-0.0015}=1.022,$$

and the small excess comes mostly from the numerator, that is, from the bifluoride share of the rate.

**Q:** And the maximum near two?

**A:** Here $D=2000-16=1984$ L/mol, so

$$C_*=\left(\frac{4\times10^{-14}}{1984}\right)^{1/3}=2.72\times10^{-6}\ \text{mol/L}.$$

The full equations put the maximum at $2.73\times10^{-6}$ mol/L, with $n=1.992$. The order does not reach two for these parameters. This peak assumes water free of other acids. In air-saturated water, dissolved CO$_2$ gives a pH near 5.6 before any HF is added. The order at $2.7\times10^{-6}$ mol/L then falls to about 1.5, and the maximum moves to about $2\times10^{-5}$ mol/L with $n\approx1.93$. To rise above two initially with $K_w=0$, it would need $b/a>500$; the example has $b/a=4$.

While bifluoride carries little of the rate near $C\sim K_a$, as in this example, the descent is governed by $K_a$; for $b/a=100$ the order reaches 1.5 only near $2.5K_a$. Neglecting bifluoride and water's ions, $n=1/[1-f/(2C)]$, so $n=1.5$ requires $f=2C/3$ and $h=C/3$. With $x=f$,

$$K_a=\frac{(2C/3)^2}{C/3}=\frac{4C}{3},\qquad C=\tfrac34K_a=7.5\times10^{-4}\ \text{mol/L}.$$

The full value is $7.67\times10^{-4}$ mol/L, so the estimate is about 2% low.

**Q:** Does bifluoride dominate the rate at the concentrated end?

**A:** Not here. The limiting ratio is $s=0.0632$, so its limiting share of the rate is

$$\frac{bs}{a+bs}=\frac{2.53}{12.53}=0.20 .$$

The limiting $R/C$ is 11.12 nm/min per mol/L, and the approach is $n\approx1+0.0284/C$ with $C$ in mol/L. At 10 mol/L this gives 1.003, as in the table. At 1 mol/L it gives 1.028 instead of 1.022, because $u=3.5$ is not yet very large.

**Q:** If I double the concentration, may I multiply the rate by $2^n$?

**A:** Only as an approximation, unless $n$ is constant over the interval. Starting from $10^{-3}$ mol/L, the local order would give $2^{1.452}=2.74$, while the actual factor is 2.629. The latter corresponds to an average order $\ln2.629/\ln2=1.39$, lower because $n$ falls along the way. From 1 to 2 mol/L the factor is 2.02.

## Fixed pH

**Q:** My bath is buffered. Do I get the same curve?

**A:** No. If other ions supply the charge and $x$ is held fixed, then $g=0$ and

$$n=\frac{1+\varphi}{1+2d/C}.$$

The order exceeds one when the bifluoride share of the rate, $\varphi$, exceeds its share of the fluoride, $2d/C$. For $a>0$, compare each share with its remainder:

$$\frac{\varphi}{1-\varphi}=\frac{bd}{ah},\qquad
\frac{2d/C}{1-2d/C}=\frac{2d}{h+f}=\frac{2d}{h(1+K_a/x)} .$$

Since $y/(1-y)$ increases with $y$, the condition $n>1$ becomes

$$\frac ba>\frac{2}{1+K_a/x}.$$

Equality gives $n=1$, and the reverse inequality gives $n<1$. The concentration has dropped out, so at a given pH the order stays on one side of one for all $C$. The condition compares rates per fluoride: $b/2$ in bifluoride against $a/(1+K_a/x)$ in the pool of HF and free fluoride.

**Q:** And its limits?

**A:** Now $d=K_aK_bh^2/x$, so

$$C=h\left(1+\frac{K_a}{x}\right)+\frac{2K_aK_b}{x}h^2 .$$

At low $C$ the linear term dominates and $2d/C\to0$. With $a>0$, $\varphi\to0$ and $n\to1$; with $a=0$, $\varphi=1$ and $n\to2$. At high $C$ the quadratic term dominates and $2d/C\to1$. With $b>0$, $\varphi\to1$ and $n\to1$; with $b=0$, $\varphi=0$ and $n\to1/2$. In that last case most added fluoride is locked into an inactive ion.

For pH 3 and $C=1$ mol/L, the balance is $2h+8h^2=1$, with root $h=0.25$ mol/L. Then $f=d=0.25$ mol/L and $2d/C=0.5$. For $b/a=4$, $\varphi=4/(1+4)=0.8$ and $n=1.8/1.5=1.20$. For $b=0$, $n=1/1.5=0.67$. The threshold at this pH is $b/a=1$, and the two cases lie on opposite sides of it.

These results need $x$ to be truly fixed, by a separate buffer or by adjusting the pH at each $C$. The common NH$_4$F/HF bath diluted at a fixed ratio does not meet this, because bifluoride formation shifts the acidity. With the same constants and 71% of the fluoride added as NH$_4$F, the pH goes from 3.46 at 0.1 mol/L to 3.74 at 1 mol/L and 4.44 at 10 mol/L. At 1 mol/L, $g\approx-1.2$ and $n\approx1.20$, where $g=0$ would give 1.36. For $b=0$ the order crosses one along such a dilution and drops below $1/2$. For that bath one must use the general formula with its own $g$.

## What a measured order can tell

**Q:** Suppose I measure an order well above one in concentrated unbuffered acid. Have I refuted the rate law?

**A:** If the temperature was constant, no other ions were added and the surface reaction set the rate, you have shown that the rate law and the solution model cannot both hold with these parameters. The fault may lie in the parameter values, in the ideal-solution assumption, in missing species such as neutral HF clusters and polyfluorides, or in the rate law itself. The order alone cannot say which. The high-concentration limit is a limit of the equations, not a forecast for concentrated acid, where ideality is least secure.

An order that is too low has other possible causes. Suppose a second process in series caps the observed rate at a value $R_m$ that does not depend on $C$:

$$R_{\rm obs}=\frac{R}{1+R/R_m}.$$

Then

$$\frac{d\ln R_{\rm obs}}{d\ln R}=1-\frac{R/R_m}{1+R/R_m}=\frac1{1+R/R_m},$$

and the observed order is $n/(1+R/R_m)$. It can fall below one even in unbuffered acid. To compare a measurement with the formulas here, one must therefore know how the acidity was controlled and whether the surface reaction set the rate. The numerical output below gives the species concentrations behind the table for unbuffered acid.

## Computed results

```
Ka = 1.0e-03 mol/L; Kb = 4.0 L/mol
Kw = 1.0e-14 mol^2/L^2
a = 10.0, b = 40.0 nm/min per mol/L
largest formula-minus-numerical order = 4.6e-08
Pure HF: C, HF, F-, HF2-, H+ in mol/L
1e-09  1.0049e-13  9.9990e-10  4.0192e-22  1.0050e-07
1e-07  1.6177e-11  9.9984e-08  6.4696e-18  1.6179e-07
1e-06  1.0079e-09  9.9899e-07  4.0275e-15  1.0089e-06
1e-05  9.8058e-08  9.9019e-06  3.8839e-12  9.9029e-06
1e-04  8.3913e-06  9.1603e-05  3.0747e-09  9.1606e-05
1e-03  3.8119e-04  6.1693e-04  9.4066e-07  6.1787e-04
1e-02  7.2018e-03  2.6458e-03  7.6217e-05  2.7220e-03
1e-01  8.6443e-02  8.0146e-03  2.7712e-03  1.0786e-02
1e+00  8.8694e-01  1.3965e-02  4.9546e-02  6.3511e-02
1e+01  8.8770e+00  1.5593e-02  5.5369e-01  5.6928e-01
Pure HF: C (mol/L), R (nm/min), bifluoride rate share, n
1e-09  1.0049e-12  1.5998e-08  1.0050
1e-07  1.6177e-10  1.5997e-06  1.4471
1e-06  1.0079e-08  1.5984e-05  1.9786
1e-05  9.8074e-07  1.5841e-04  1.9805
1e-04  8.4036e-05  1.4635e-03  1.8464
1e-03  3.8495e-03  9.7744e-03  1.4521
1e-02  7.5067e-02  4.0613e-02  1.1702
1e-01  9.7528e-01  1.1366e-01  1.0742
1e+00  1.0851e+01  1.8264e-01  1.0216
1e+01  1.1092e+02  1.9968e-01  1.0028
maximum order = 1.9920
C at maximum order = 2.729e-06 mol/L
estimated C at maximum = 2.722e-06 mol/L
C where order is 1.5 = 7.6743e-04 mol/L
b/a needed for initial rise above 2 = 500.0
high-C ratio HF2-/HF, s = 0.06325
high-C R/C = 11.1229 nm/min per mol/L
high-C coefficient of 1/C in n-1 = 0.02843 mol/L
C = 1 mol/L: u = 3.5478, f/C = 0.01397
doubling C from 1e-05 mol/L: rate factor 3.9245
doubling C from 1e-03 mol/L: rate factor 2.6287
doubling C from 1e+00 mol/L: rate factor 2.0232
fixed pH = 3.0
fixed-pH threshold b/a = 1.000
fixed pH, C = 1 mol/L, b/a = 4.0: n = 1.2000
fixed pH, C = 1 mol/L, b/a = 0.0: n = 0.6667
```
